\section*{Wrinkle Wavelength of a Stretched Thin Sheet}

\section*{The problem}

A flat, thin elastic sheet spans the distance $L$ between two straight supports at $x=0$ and $x=L$. It is pulled along $x$ with a tension $T$, a force per unit width. It is also compressed weakly along $y$, for example by a frame slightly too narrow for it. The compression $\sigma$, again a force per unit width and counted positive when compressive, is taken as given; its origin is not calculated here.

The sheet has thickness $h$, Young modulus $E$, Poisson ratio $\nu$ and bending stiffness
\begin{equation}
D=\frac{Eh^3}{12(1-\nu^2)} .
\end{equation}
Its deflection $\zeta(x,y)$ has small slopes and vanishes at the two supports. The lateral edges, a distance $W$ apart, are pinned, and $W$ is much larger than a wrinkle. Free lateral edges that themselves carry compression are excluded, since they could buckle locally.

The wrinkles have crests parallel to $x$ and vary much faster along $y$ than along $x$. To leading order, then, only the curvature $\zeta_{yy}$ costs bending energy. A slope $\zeta_x$ shortens the projected length by $\tfrac12\zeta_x^2$ per unit length, against the pull $T$. A slope $\zeta_y$ shortens the projected width by $\tfrac12\zeta_y^2$ per unit width, and the compression does work on it. The energy relative to the flat state is
\begin{equation}
U=\int\!\!\int\left[\tfrac12 D\,\zeta_{yy}^2+\tfrac12 T\,\zeta_x^2-\tfrac12\sigma\,\zeta_y^2\right]dx\,dy .
\label{eq:U}
\end{equation}

\section*{(a) Tension as a foundation}

\textit{Take $\sigma$ uniform. Find the equilibrium equation, and show that for a given shape along $x$ the tension acts like a bed of springs. What is its stiffness?}

\textbf{Solution.} Vary $\zeta$ by $\delta\zeta$:
\begin{equation}
\delta U=\int\!\!\int\left[D\zeta_{yy}\,\delta\zeta_{yy}+T\zeta_x\,\delta\zeta_x-\sigma\zeta_y\,\delta\zeta_y\right]dx\,dy .
\end{equation}
Two integrations by parts turn the first term into $+D\zeta_{yyyy}\delta\zeta$. One integration by parts changes the sign of each of the others. The boundary terms vanish because $\delta\zeta=0$ on all edges and the pinned lateral edges carry no moment, $\zeta_{yy}=0$. Hence
\begin{equation}
D\zeta_{yyyy}-T\zeta_{xx}+\sigma\zeta_{yy}=0 .
\label{eq:eom}
\end{equation}
The coefficients are constant, so the modes separate. With the origin of $y$ on a crest,
\begin{equation}
\zeta=A\sin\!\left(\frac{m\pi x}{L}\right)\cos(ky),\qquad m=1,2,\dots
\end{equation}
For this mode $-T\zeta_{xx}=K_m\zeta$, with
\begin{equation}
K_m=T\left(\frac{m\pi}{L}\right)^2 .
\end{equation}
The tension pushes each point back with a pressure proportional to its deflection, as a foundation of stiffness $K_m$ (pressure per displacement) would. Unlike a real foundation, this one depends on the shape along $x$. It is softest for a single half-wave, $m=1$, for which we write
\begin{equation}
K=Tq^2,\qquad q=\frac{\pi}{L}.
\end{equation}

\section*{(b) The first wrinkles}

\textit{Find the smallest compression at which the sheet buckles, and the wavelength that then appears.}

\textbf{Solution.} Inserting the mode in \eqref{eq:eom} gives $Dk^4+K_m-\sigma k^2=0$, so the load needed at wavenumber $k$ is
\begin{equation}
\sigma=Dk^2+\frac{K_m}{k^2}
=\left(\sqrt D\,k-\frac{\sqrt{K_m}}{k}\right)^2+2\sqrt{DK_m}.
\end{equation}
Short waves are costly to bend. Long waves need a large amplitude to take up a given width, and so stretch the foundation more. The square vanishes at $k^4=K_m/D$, leaving $\sigma=2\sqrt{DK_m}=2\pi m\sqrt{DT}/L$. This grows with $m$, so $m=1$ buckles first:
\begin{equation}
k=\left(\frac{K}{D}\right)^{1/4}=\sqrt{\frac{\pi}{L}}\left(\frac TD\right)^{1/4}.
\end{equation}
Since $\lambda=2\pi/k$ and $2\pi/\sqrt\pi=2\sqrt\pi$,
\begin{equation}
\boxed{\lambda=2\sqrt{\pi L}\left(\frac DT\right)^{1/4}},\qquad
\sigma_c=\frac{2\pi\sqrt{DT}}{L}.
\label{eq:main}
\end{equation}
At this point $Dk^4=K$, so bending and tension store equal energies. A stronger pull stiffens the foundation and shortens the wrinkles, but only as $T^{-1/4}$. A longer span softens it and lengthens them.

\section*{(c) How thin, and how held?}

\textit{Restore the full bending energy of a plate. When does \eqref{eq:main} hold, and what replaces it when the tension disappears? Then find the leading effect of clamping the ends, so that $\zeta_x=0$ there.}

\textbf{Solution.} Full bending replaces $\zeta_{yy}^2$ by $(\nabla^2\zeta)^2$, plus a multiple of
\begin{equation}
\zeta_{xx}\zeta_{yy}-\zeta_{xy}^2=\partial_x(\zeta_x\zeta_{yy})-\partial_y(\zeta_x\zeta_{xy}).
\end{equation}
This integrates to edge terms. They vanish because $\zeta_{yy}=0$ along the supports and $\zeta_x=0$ along the lateral edges. For $m=1$ the bending term $Dk^4$ therefore becomes $D(k^2+q^2)^2$, and
\begin{equation}
\sigma=Dk^2+2Dq^2+\frac{Dq^4+Tq^2}{k^2}.
\end{equation}
Setting $d\sigma/dk=2Dk-2(Dq^4+Tq^2)/k^3=0$ gives
\begin{equation}
k^4=q^4+\frac{Tq^2}{D},\qquad
\sigma_c=2Dq^2+2\sqrt{Dq^2(Dq^2+T)} .
\label{eq:plate}
\end{equation}
The wavelength in \eqref{eq:main} is multiplied by $(1+Dq^2/T)^{-1/4}$, so for the wavelength the condition is $Dq^2\ll T$. The threshold converges more slowly: \eqref{eq:plate} exceeds $\sigma_c$ of \eqref{eq:main} by a fraction of about $\sqrt{Dq^2/T}$, which is still $3\,\%$ at $Dq^2/T=10^{-3}$. In the opposite limit $T\to0$ we get $k=q$ and $\lambda=2L$: the half-wave across is as long as the span, and \eqref{eq:main}, which would diverge, no longer applies.

A two-dimensional finite-difference calculation with pinned edges tests this. In consistent units take $T=L=1$, $D=10^{-4}$, $W=2$. The computed buckling load is $0.06476$, against $0.06484$ from \eqref{eq:plate}. The grid lowers the computed load by about $0.25\,\%$, while the need for a whole number of half-waves raises it by about $0.1\,\%$. The sheet shows one half-wave along $x$ and 11 across; \eqref{eq:main} gives $2W/\lambda=11.28$, which must be rounded to a whole number.

For clamped ends, consider the region close to $x=0$. There $X(x)$, the profile along $x$, varies rapidly and obeys $DX''''=TX''$ to leading order. The solution with $X(0)=X'(0)=0$ that does not grow exponentially is
\begin{equation}
X=s\left[x-\ell\left(1-e^{-x/\ell}\right)\right],\qquad \ell=\sqrt{D/T},
\end{equation}
where $s$ is the slope outside the layer. Beyond a few $\ell$ this is $s(x-\ell)$, a line that meets zero at $x=\ell$. The sine in the interior thus sees a span $L-2\ell$. Since $\lambda\propto\sqrt L$,
\begin{equation}
\frac{\Delta\lambda}{\lambda}\simeq\frac12\left(-\frac{2\ell}{L}\right)=-\frac{\ell}{L}.
\end{equation}
For $T=L=1$, $D=10^{-4}$ this is $-1.000\,\%$. A numerical solution with clamped ends gives $-0.998\,\%$ relative to pinned ends, with a grid error of about $0.01$ percentage points.

\section*{(d) Uneven compression}

\textit{Let the compression be $\sigma g(x/L)$ with a fixed shape $g\ge0$, not zero everywhere, and return to pinned ends and the leading-order energy. Which parts of \eqref{eq:main} survive?}

\textbf{Solution.} With $\zeta=X(x)\cos ky$ the equilibrium equation is
\begin{equation}
Dk^4X-TX''=\sigma k^2 g\,X .
\end{equation}
Put $x=Ls$ and multiply by $L^2/T$:
\begin{equation}
\beta X-\frac{d^2X}{ds^2}=\Gamma\,g(s)X,\qquad
\beta=\frac{DL^2k^4}{T},\quad \Gamma=\frac{\sigma k^2L^2}{T}.
\end{equation}
For a given shape $g$, the lowest eigenvalue $\Gamma$ depends on $\beta$ alone. Because $k^2=\sqrt{\beta T/D}/L$,
\begin{equation}
\sigma=\frac{T\,\Gamma(\beta)}{L^2k^2}=\frac{\sqrt{DT}}{L}\,\frac{\Gamma(\beta)}{\sqrt\beta}.
\end{equation}
The minimum lies at a pure number $\beta_*$ set by $g$, so
\begin{equation}
\lambda=C\sqrt L\left(\frac DT\right)^{1/4},\qquad C=2\pi\beta_*^{-1/4}.
\end{equation}
The scaling survives; the coefficient depends on the shape. For $g=1$, $\Gamma=\beta+\pi^2$, and the minimum of $\Gamma/\sqrt\beta$ is at $\beta_*=\pi^2$, which returns $C=2\sqrt\pi$.

The coefficient also has an upper bound. Multiply the equation by $X$ and integrate, using $-\int XX''dx=\int X'^2dx$ for pinned ends:
\begin{equation}
\sigma=\frac{Dk^2\int X^2dx+(T/k^2)\int X'^2dx}{\int gX^2dx}.
\end{equation}
The buckling load is the minimum of this quotient over both $X$ and $k$. At the minimum it is stationary in $k$ with $X$ held fixed, which requires $2Dk\int X^2dx=(2T/k^3)\int X'^2dx$, or
\begin{equation}
k^4=\frac TD\,\frac{\int X'^2dx}{\int X^2dx}.
\label{eq:balance}
\end{equation}
Expand $X=\sum_m a_m\sin(m\pi x/L)$. The ratio of integrals is the average of $(m\pi/L)^2$ with weights $a_m^2$, so it is at least $(\pi/L)^2$. Therefore
\begin{equation}
\lambda\le2\sqrt{\pi L}\left(\frac DT\right)^{1/4},
\end{equation}
with equality only for a half-sine envelope. Concentrating the compression at midspan narrows the envelope, which raises the cost of tension. Numerical solution gives $C=3.505$ for $g=\sin^2(\pi s)$ and $C=3.390$ for $g=\sin^8(\pi s)$, compared with $2\sqrt\pi=3.5449$. These wavelengths are shorter by $1.1\,\%$ and $4.4\,\%$. For these two broad profiles the coefficient thus changes little. It changes more for a narrower peak at midspan, by about $-10\,\%$ for $g=\sin^{40}(\pi s)$, and much more for compression concentrated near the supports, by about $-14\,\%$ for $g=\cos^2(\pi s)$ and $-46\,\%$ for $g=\cos^8(\pi s)$.

\section*{(e) Beyond the threshold}

\textit{Now let the positions of the lateral edges prescribe how much width the wrinkles must absorb: a small fraction $e(x)$, vanishing at both ends. Assume a single wavenumber and the same $e(x)$ at every $y$, and neglect elastic strain in the plane of the sheet caused by this uneven take-up of width. Find the amplitude and the wavelength.}

\textbf{Solution.} For $\zeta=A(x)\cos ky$ with small slopes, the relative excess of arc length over projected width is the mean of $\tfrac12\zeta_y^2$. The mean of $\sin^2ky$ is $\tfrac12$, so
\begin{equation}
e=\frac{k^2A^2}{4},\qquad A=\frac{2\sqrt e}{k}.
\end{equation}
The average over $y$ of the bending and tension energies per area is
\begin{equation}
u=\frac14\left(Dk^4A^2+TA'^2\right)=Dk^2e+\frac{T}{k^2}\left[(\sqrt e)'\right]^2 .
\end{equation}
The width is now fixed, so no work term appears. Integrating over $x$ and setting the $k$-derivative to zero gives
\begin{equation}
k^4=\frac TD\,\frac{\int[(\sqrt e)']^2dx}{\int e\,dx},
\end{equation}
which is \eqref{eq:balance} with $X=\sqrt e$. A half-sine $\sqrt e$ gives the wavelength \eqref{eq:main} again, now at finite amplitude. For a parabola, $\sqrt e\propto s(1-s)$, the two integrals are
\begin{equation}
\int_0^1(1-2s)^2ds=\frac13,\qquad \int_0^1s^2(1-s)^2ds=\frac1{30}.
\end{equation}
Their ratio is 10 in place of $\pi^2$, and $\lambda$ changes by the factor $(\pi^2/10)^{1/4}=0.9967$.

The result fails to be robust if the excess is nearly uniform and drops to zero only close to the supports. Let $\sqrt e$ rise linearly over a short distance $d\ll L$ at each end. Then the ratio of integrals is about $(2/d)/L$, and $k^4\simeq2T/(DdL)$. The wavelength now depends on $d$, and the assumption of one wavenumber along the whole span becomes doubtful.

\section*{(f) A polymer web between rollers}

\textit{A web has $E=4.0$ GPa, $\nu=0.35$, $h=25$ \textmu m and $L=W=500$ mm. It is stretched by $0.10\,\%$, and its wrinkles absorb $0.010\,\%$ of the width at midspan, with a half-sine $\sqrt e$. Find the wavelength, threshold and amplitude, and judge the neglected effects.}

\textbf{Solution.} The tension and the stiffness are
\begin{align}
T&=Eh\times10^{-3}=(4.0\times10^9)(25\times10^{-6})(10^{-3})=100\ \text{N/m},\\
D&=\frac{(4.0\times10^9)(25\times10^{-6})^3}{12(1-0.35^2)}=5.94\times10^{-6}\ \text{N\,m}.
\end{align}
The equivalent foundation has $K=100\,(\pi/0.5)^2=3948$ N/m$^3$. Then
\begin{align}
\lambda&=2\sqrt{0.5\,\pi}\left(\frac{5.94\times10^{-6}}{100}\right)^{1/4}\text{m}=39\ \text{mm}\quad(3.9\ \text{cm}),\\
\sigma_c&=\frac{2\pi\sqrt{(5.94\times10^{-6})(100)}}{0.5}=0.31\ \text{N/m}.
\end{align}
About 13 wrinkles fit across the web. The threshold is only $0.31\,\%$ of the tension and corresponds to a compressive strain $\sigma_c/(Eh)=3\times10^{-6}$. The prescribed excess, $10^{-4}$, is some thirty times larger, so part (e) is the relevant case, and the elastic compression needed for buckling is small beside the excess. With $k=2\pi/\lambda=160.6$ m$^{-1}$, the midspan amplitude is $A=2\sqrt{10^{-4}}/k=0.125$ mm, five times the thickness.

Wrinkling stretches the web along $x$ by the mean of $\tfrac12\zeta_x^2$. With $A(x)=A\sin qx$ this is $q^2A^2/8=7.7\times10^{-8}$, a fraction $8\times10^{-5}$ of the applied strain. This direct effect on $T$ is negligible. A take-up of width that varies along $x$ also strains the sheet in its plane, however, by an amount of order $10^{-4}(W/L)^2$. Here that is up to about a tenth of the applied strain, mostly near the lateral edges, so $T$ is uniform only to within several per cent near the edges and to within about $2\,\%$ on the centre line; averaged along the span, this change of $T$ moves $\lambda$ by less than $1\,\%$. The accompanying transverse and shear stresses reach roughly five to ten times $\sigma_c$, so in a web this wide the half-sine excess is an assumption, not a prediction.

The weight per area, for a density of 1400 kg/m$^3$, is $p=0.343$ N/m$^2$. It produces a sag $pL^2/(8T)=0.107$ mm, nearly as large as the wrinkles. What matters for $\lambda$, however, is the stiffness added by the sag curvature $\kappa=p/T$. Deflecting a curved sheet creates in-plane stress. Its stress function $\phi$ obeys $\nabla^4\phi=-Eh\kappa\zeta_{yy}$ with a suitable sign convention, so for one mode
\begin{equation}
\phi=\frac{Eh\kappa k^2}{(k^2+q^2)^2}\,\zeta .
\end{equation}
The longitudinal stress $\phi_{yy}=-k^2\phi$, acting on the curvature $\kappa$, gives a restoring pressure $K_s\zeta$ with
\begin{equation}
K_s=\frac{Eh\kappa^2k^4}{(k^2+q^2)^2}=1.17\ \text{N/m}^3 .
\end{equation}
This estimate lets the in-plane displacements of the mode relax freely. Because $\lambda\propto K^{-1/4}$, the change is $-K_s/(4K)$, or $-0.007\,\%$. Clamping contributes $-0.05\,\%$, and the full plate bending of part (c) far less.

\textbf{The model and a real web.} The input values are rough but typical of thin polymer film handled on rollers. Such film can be stiffer in one direction than in the other. If the transverse modulus is 1.3 times the longitudinal one, with $T$ held fixed and the product of the two Poisson ratios equal to $\nu^2$, $D$ rises by that factor and $\lambda$ by $1.3^{1/4}-1=6.8\,\%$. If the web warms by 10 K between rollers at fixed separation, an expansion coefficient of $2\times10^{-5}$ K$^{-1}$ removes $2\times10^{-4}$ of the $10^{-3}$ strain. At constant modulus $T$ then falls by a fifth and $\lambda$ grows by $5.7\,\%$. Fitting a whole number of half-waves between the edges shifts it by up to about $2\,\%$. The value of $T$ used here also assumes that the web contracts freely in width as it is stretched. If the supports hold its width, a plane-stress calculation for $W=L$ gives a mean tension about $3.5\,\%$ higher, which by itself would shorten $\lambda$ by about $0.9\,\%$. The tension is then uneven, about $9\,\%$ higher at the centre of the web, and the centre carries a transverse tension of about $3\,\%$ of $T$, some ten times $\sigma_c$, which the imposed compression must first overcome. A wavelength of roughly 4 cm is thus as much as these inputs support. The edges of a real web are free, so its compression must fade towards them; the model does not size that effect, nor creep of the polymer.

For an isotropic elastic web held at fixed longitudinal strain $\varepsilon$ and free to contract in width, the modulus cancels, since $D/T=h^2/[12(1-\nu^2)\varepsilon]$:
\begin{equation}
\lambda=2\sqrt{\pi Lh}\,\left[12(1-\nu^2)\varepsilon\right]^{-1/4}.
\end{equation}
Under the conditions of parts (b) or (e), with a half-sine envelope, the spacing of wrinkles then reflects span, thickness and strain, and not how stiff the material is. The remaining digits are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
EXAMPLE: polymer web, rough typical values
Young modulus E = 4.0 GPa
Poisson ratio nu = 0.35
thickness h = 25 um
span L = 500 mm
width W = 500 mm
longitudinal strain = 0.10 %
midspan excess width = 0.010 %
tension T = 100.0 N/m
bending stiffness D = 5.935e-06 N m
foundation stiffness K = 3948 N/m^3
wavelength = 39.12 mm = 3.912 cm
wavenumber k = 160.6 1/m
wrinkles across width W/wavelength = 12.8
critical compression = 0.306 N/m
critical compression / T = 0.31 %
critical strain sigma_c/(E h) = 3.06e-06
midspan amplitude = 0.125 mm
TESTS (2D and clamped: T = L = 1, D = 1e-4, W = 2)
2D buckling load, computed = 0.06476
2D buckling load, plate formula = 0.06484
half-waves across, computed = 11
half-waves across, formula = 11.28
clamping shortens wavelength by 0.998 %
boundary-layer formula = 1.000 %
coefficient 2 sqrt(pi) = 3.5449
coefficient, uniform load = 3.5449
coefficient, sin^2 load = 3.5048
same, other D, T, L = 3.5048
coefficient, sin^8 load = 3.3896
tension/bending energy, sin^2 = 1.00000
wavelength from surface energy = 39.12 mm
parabola / half-sine wavelength = 0.9967
excess width from arc length = 0.01000 %
NEGLECTED EFFECTS (change of wavelength)
sin^2 compression profile: -1.1 %
sin^8 compression profile: -4.4 %
transverse/longitudinal modulus = 1.3
modulus anisotropy: 6.8 %
thermal expansion = 2.0e-05 1/K
warming by 10 K: 5.7 %
wave-count rounding: up to about 2.0 %
clamped ends: -0.049 %
full plate bending: -5.9e-05 %
density = 1400 kg/m^3
weight per area = 0.343 N/m^2
sag at midspan = 0.107 mm
stiffness added by sag = 1.17 N/m^3
sag curvature: -0.0074 %
wrinkle-induced strain = 7.65e-08
same / applied strain = 7.7e-05
\end{verbatim}
